# Why La/B4C mirrors have narrower reflection bands than Mo/Si mirrors

A calculation of the light reflected by a multilayer mirror needs two early choices: how many bilayers to put in the stack, and how finely to sample wavelength. Settings that serve Mo/Si at 13.5 nm fail for La/B4C near 6.7 nm. Fifty bilayers nearly saturate the first mirror. In the second they would give a central reflectance of at most about 0.34, in a band about twice too wide. A wavelength step of 0.05 nm resolves the first band but puts about one point on the second. When absorption is weak, both choices follow from one small number, the amplitude reflected by a single bilayer.

## What one bilayer reflects

Take normal incidence, time dependence $e^{-i\omega t}$ and refractive index $n=1-\delta+i\beta$, so that positive $\beta$ absorbs. Each period $d$ holds an absorber layer A (Mo or La) of thickness $\Gamma d$ and a spacer B (Si or B4C). At an interface from B to A the reflected amplitude is

$$r_{BA}=\frac{n_B-n_A}{n_B+n_A}.$$

The interface from A back to B has the opposite sign. Its wave crosses the absorber twice and gains a phase close to $2\pi\Gamma$, because at the Bragg wavelength a whole period is half a wavelength thick. To leading order in the contrast, the two waves add to

$$|r_{BA}|\,|1-e^{2\pi i\Gamma}|=2|r_{BA}|\sin\pi\Gamma\approx|n_A-n_B|\sin\pi\Gamma .$$

Successive bilayers repeat this small wave in phase at the Bragg wavelength. Away from it each bilayer adds a phase error, and the errors accumulate with depth. A mirror that uses more bilayers therefore tolerates a smaller wavelength error.

## From one bilayer to a stack

In atomic units the wave number is $k=\omega/c$, with $c\approx137$, and the field obeys $E''+k^2n^2(z)E=0$. With $z=0$ at the centre of an absorber layer, keep the mean and first harmonic of the periodic function $n^2$:

$$n^2(z)\approx\langle n^2\rangle+2c_1\cos(2\pi z/d),$$

$$c_1=\frac{n_A^2-n_B^2}{d}\int_{-\Gamma d/2}^{\Gamma d/2}\cos\frac{2\pi z}{d}\,dz=(n_A^2-n_B^2)\frac{\sin\pi\Gamma}{\pi}.$$

Write $E=Ae^{iGz}+Be^{-iGz}$ with $G=\pi/d$. The amplitudes vary slowly over one period when the contrast is small, so $A''$ and $B''$ are dropped. The harmonic turns $Be^{-iGz}$ into a term in $e^{iGz}$, and the reverse; terms in $e^{\pm3iGz}$ are out of step and are dropped. Collecting $e^{iGz}$ and $e^{-iGz}$ gives

$$2iGA'+(k^2\langle n^2\rangle-G^2)A+k^2c_1B=0,$$

$$-2iGB'+(k^2\langle n^2\rangle-G^2)B+k^2c_1A=0.$$

Solve for the derivatives and count depth in bilayers, $m=z/d$, from the front face. From here primes mean $d/dm$:

$$A'=i\Delta A+i\kappa B,\qquad B'=-i\Delta B-i\kappa A,$$

$$\Delta=\frac{k^2\langle n^2\rangle d^2-\pi^2}{2\pi},\qquad \kappa=\frac{k^2c_1d^2}{2\pi}\approx\frac{(n_A^2-n_B^2)\sin\pi\Gamma}{2\langle n^2\rangle}.$$

The last form uses the Bragg condition $k^2\langle n^2\rangle d^2\approx\pi^2$. For small contrast $|\kappa|$ is the bilayer amplitude found above. The real part of $\Delta$ is the phase error per bilayer; its imaginary part is the amplitude absorbed per bilayer.

No wave returns from below the last bilayer, so $B(N)=0$. The second equation gives $\kappa A=iB'-\Delta B$. Differentiating it and inserting $A'$ gives

$$B''=-i\Delta B'+\kappa\Delta A+\kappa^2B=(\kappa^2-\Delta^2)B\equiv s^2B.$$

Hence $B=b\sinh[s(N-m)]$, and $\kappa A(0)=-b(is\cosh sN+\Delta\sinh sN)$. Their ratio at the front is

$$r_N=\frac{B(0)}{A(0)}=\frac{i\kappa\sinh sN}{s\cosh sN-i\Delta\sinh sN}.$$

## Why weak reflection costs bandwidth

First leave out absorption. At the centre $\Delta=0$ and $s=|\kappa|$, so $R=\tanh^2(|\kappa|N)$. A required reflectance $R_0$ needs

$$N=\frac{\operatorname{artanh}\sqrt{R_0}}{|\kappa|}.$$

Now let $K=|\kappa|N$, $X=\Delta N$ and $S^2=K^2-X^2$. Taking the squared modulus of $r_N$ and using $\cosh^2S=1+\sinh^2S$ gives

$$R=\frac{K^2\sinh^2S}{S^2+K^2\sinh^2S}.$$

With $\kappa$ held constant across the band, the half-maximum position $X_h$ depends on $K$ alone, and so on $R_0$ alone. Since $k^2\propto\lambda^{-2}$, constant indices give

$$\frac{d\Delta}{d\ln\lambda}=-\frac{k^2\langle n^2\rangle d^2}{\pi}\approx-\pi,\qquad \frac{\Delta\lambda}{\lambda}=\frac{2X_h(R_0)}{\pi N}.$$

Here $\Delta\lambda$ is the full width at half maximum. At equal peak reflectance the required number goes as $1/|\kappa|$ and the relative width as $1/N$, hence as $|\kappa|$.

The condition of equal reflectance matters. For a thin stack, $K\ll1$, the formula becomes $R=K^2(\sin X/X)^2$. Half maximum lies at $X_h=1.392$, and

$$\frac{\Delta\lambda}{\lambda}=\frac{0.886}{N}.$$

The contrast has dropped out. Two thin stacks of equal $N$ have nearly equal relative widths, however different their reflectances. Weak interfaces narrow the band through the number of bilayers they call into use.

In the opposite limit, let the stack be so thick that even a trace of absorption stops the light before it can return from the last bilayer. With no absorption at all, that returning light would leave fringes beside the band. Taking $s$ with positive real part, $\tanh sN\to1$ and $r=i\kappa/(s-i\Delta)$. Let $x=\Delta/|\kappa|$ and let the trace of absorption tend to zero. Total reflection then fills $|x|<1$. Outside it, on the positive side, $s\to-i|\kappa|\sqrt{x^2-1}$, so $|r|=1/(x+\sqrt{x^2-1})=x-\sqrt{x^2-1}$. At half maximum this equals $1/\sqrt2$. Its reciprocal is $x+\sqrt{x^2-1}=\sqrt2$, and half the sum is $x_h=3/(2\sqrt2)$. Thus

$$\frac{\Delta\lambda}{\lambda}=\frac{2x_h|\kappa|}{\pi}=\frac{3|\kappa|}{\sqrt2\,\pi}\approx0.675\,|\kappa| .$$

Adding bilayers beyond saturation does not narrow the band indefinitely, because little light reaches them.

## What absorption changes

Let $a=\operatorname{Im}\Delta\approx\pi\bar\beta$, where $\bar\beta$ is the thickness-weighted mean of $\beta$, and let $y=a/|\kappa|$. Neglect the phase of $\kappa$, and put $w=x+iy$ with $x=\operatorname{Re}\Delta/|\kappa|$. For a semi-infinite stack,

$$|r|=\frac1{|w+\sqrt{w^2-1}|},$$

with the root chosen so that $|r|<1$. Set the denominator's complex number equal to $\rho e^{iv}$. Its reciprocal is $w-\sqrt{w^2-1}$, so half the sum of the two is $w$:

$$x=\tfrac12(\rho+\rho^{-1})\cos v,\qquad y=\tfrac12(\rho-\rho^{-1})\sin v .$$

At fixed $y$, $R=\rho^{-2}$ is largest when $\sin v=1$, which is $x=0$. Then $\rho_0=y+\sqrt{1+y^2}$ and

$$R_{\max}=\left(\sqrt{1+y^2}-y\right)^2 .$$

Half maximum means $\rho_h=\sqrt2\rho_0$. Eliminating $v$ gives

$$x_h=\frac12\left(\rho_h+\frac1{\rho_h}\right)\sqrt{1-\left(\frac{2y}{\rho_h-1/\rho_h}\right)^2},\qquad \frac{\Delta\lambda}{\lambda}=\frac{2x_h|\kappa|}{\pi}.$$

For $y=0$ this returns $x_h=1.061$; for $y=0.193$ it gives 1.079. Modest absorption lowers the peak but hardly changes the width. For $y\gg1$, $|r|\approx1/(2|w|)$, so $R_{\max}\approx1/(4y^2)$ and the relative width tends to $2a/\pi\approx2\bar\beta$. Absorption then decides how many bilayers take part, and the mirror is broad and dim. A narrow, bright band needs weak coupling and still weaker absorption.

## How large the difference is

The example uses $\Gamma=0.4$ for both mirrors and rough typical optical constants:

| | Mo/Si | La/B4C |
|---|---:|---:|
| wavelength (nm) | 13.5 | 6.7 |
| absorber $\delta$, $\beta$ | 0.076, 0.0064 | 0.014, 0.0013 |
| spacer $\delta$, $\beta$ | 0.001, 0.0018 | 0.000, 0.0005 |
| $\lvert\kappa\rvert$ | 0.0731 | 0.0134 |
| $y$ | 0.157 | 0.193 |

For La/B4C the interface amplitude is 0.00706, and $2(0.00706)\sin72^\circ=0.0134$, in agreement with $|\kappa|$. The closed formula then gives a relative width $2(1.079)(0.0134)/\pi=0.0092$.

Spectra were also computed without the slowly varying approximation. Matrices carried $E$ and its derivative through each layer, and the decaying wave of the periodic stack gave the semi-infinite reflectance. The stack starts with half a spacer layer, and finite stacks end on a substrate of spacer material. An absorber layer on top would raise the saturated peaks below to 0.754 and 0.695, and a full spacer layer gives 0.741 and 0.692; the widths move by 0.001 nm or less. The periods, 6.898 and 3.365 nm, place the peaks at the design wavelengths. The bands are not symmetric about these peaks: the half-maximum edges lie at 13.06 and 13.72 nm for Mo/Si and at 6.662 and 6.723 nm for La/B4C, and the peaks sit at $x\approx-0.38$ and $-0.30$ rather than at the $x=0$ of the closed formula. Halving the number of wavelength points moved the widths by about $10^{-6}$ nm. In the table, $N_{90}$ is the smallest number of bilayers that reaches 90% of the saturated peak at the wavelength of that peak. The counts are good to about one bilayer; measured at each finite stack's own peak, Mo/Si needs 25.

| Saturated mirror | Mo/Si | La/B4C |
|---|---:|---:|
| peak reflectance | 0.744 | 0.692 |
| width (nm) | 0.659 | 0.061 |
| relative width | 0.0488 | 0.0091 |
| width (eV) | 4.56 | 1.68 |
| $N_{90}$ | 26 | 131 |

The closed formulas give peaks of 0.731 and 0.682 and relative widths of 0.0501 and 0.0092. They are good to about 0.01 in reflectance and 3% in width here.

The coupling falls by a factor of 5.5, the relative width falls by 5.4, and the number of bilayers rises by 5.0. The width in nanometres falls by 10.8, because the shorter wavelength supplies a further factor $13.5/6.7=2.0$. In photon energy the ratio is only 2.7: a given relative width covers more electronvolts at 185 eV than at 92 eV. A statement that one band is narrower should name the scale.

Four changes to the model separate the causes:

- **Equal small number.** With five bilayers each, the relative widths are 0.188 and 0.180, close to $0.886/5=0.177$. The peak reflectances are 0.108 and 0.0043.
- **No absorption.** Reducing every $\beta$ to a thousandth of its value changes the saturated relative widths by less than 1%. Absorption does not cause the difference in width between these mirrors, though it does lower their peaks, which would otherwise be close to 1.
- **Contrast exchanged.** The La/B4C model keeps its period and absorption, but its $\delta$ contrast is raised to that of Mo/Si. The lower mean index moves the peak to about 6.58 nm. Its relative width becomes 0.049 and $N_{90}$ falls to 26, as for Mo/Si.
- **Absorption added.** Adding 0.008 to $\beta$ in both La/B4C layers leaves the contrast unchanged. The width grows to 0.132 nm and $N_{90}$ falls to 50, but the peak drops to 0.050.

## What real mirrors change

Interfaces are mixed and rough over a few tenths of a nanometre. Smoothing the profile with a Gaussian of standard deviation $\sigma$ multiplies its harmonic of wave number $q=2\pi/d$ by $e^{-q^2\sigma^2/2}$. To leading order in contrast,

$$\kappa\longrightarrow\kappa\,e^{-2\pi^2\sigma^2/d^2}.$$

For a rough value $\sigma=0.4$ nm the factors are 0.94 for Mo/Si and 0.76 for La/B4C. The same interface costs the shorter period more. With the graded profile cut into 80 thin slices, the layer calculation gives peaks of 0.726 and 0.610 and widths of 0.619 and 0.046 nm. Using 40 slices changes these widths by less than 0.001 nm. Grading thus makes the La/B4C band about a quarter narrower than the sharp-interface model predicts.

These models lie in the regime of real normal-incidence mirrors, which reflect very roughly 0.7 for good Mo/Si and 0.6 for good lanthanum–boron mirrors. The comparison does not determine $\sigma$: real interfaces can be asymmetric or form compounds, and the optical constants are rough. The model also omits capping layers, thickness errors and light scattered out of the beam.

Constant indices are another approximation. If $\delta$ varies as $\lambda^2$, the mean index falls towards longer wavelength and the phase error grows faster. The computed widths shrink by 7% for Mo/Si and 1.4% for La/B4C, of which this effect supplies 5.9% and 1.1%. The rest comes from fixing $\delta$ at the peak, which lies on the long side of the band centre, so that the contrast at the centre is slightly lower; with $\delta$ fixed at the centre the widths shrink by 5.8% and about 1.2%. This smooth law is unreliable close to a resonance. The boron K edge, at roughly 188 eV, lies only about 0.1 nm from the La/B4C peak, roughly three to four half-widths. Tabulated indices at each wavelength should replace constants there.

## What to do in design and calculation

**Choose the stack from $|\kappa|$.** Without absorption, 90% reflectance needs $\operatorname{artanh}\sqrt{0.9}/|\kappa|=1.82/|\kappa|$ bilayers. This estimates 25 and 136, against the computed $N_{90}$ of 26 and 131 with absorption. For graded interfaces use the reduced $\kappa$: dividing 131 by 0.76 suggests about 170. Stacks of 50 and 250 sharp bilayers reach 0.741 and 0.689, within 0.004 of saturation, with widths 3% above the saturated ones.

**Choose the wavelength mesh from $0.675|\kappa|\lambda$.** This is 0.67 nm for Mo/Si and 0.061 nm for La/B4C. Several points must fall within that width, and the result should be repeated on a finer mesh. If the source line is not much narrower than the band, throughput must be integrated over the spectrum; the peak reflectance alone overstates it.

**Match periods and angles to the narrower band.** At constant indices the peak wavelength is proportional to $d$. A period mismatch of 0.5% shifts it by 0.034 nm in La/B4C, more than half the width, but by only a tenth of the width in Mo/Si. Tilting from normal incidence to 6 degrees at fixed period, with the electric field perpendicular to the plane of incidence, shifts the peaks to shorter wavelength by 0.037 nm in La/B4C and 0.077 nm in Mo/Si. These are 61% and 12% of the respective widths. A fixed tilt can be corrected by a larger period; a spread of angles at one point on the mirror cannot.

**Do not widen the band by removing bilayers without counting the light lost.** Below saturation, fewer bilayers give a broader band and a lower peak. Oblique incidence with the electric field perpendicular to the plane of incidence and a retuned period also widens the band, by about 14% at 20 degrees in these models. At normal incidence, for a saturated mirror with weak absorption at fixed wavelength, a broader band requires larger $|\kappa|$: more index contrast, sharper interfaces, or $\Gamma$ nearer one half. The last raises $\sin\pi\Gamma$ by only 5% from $\Gamma=0.4$, and it also raises the mean absorption when the A layers absorb more. These rules concern periodic stacks; a deliberately varied period is a different design and needs its own calculation.
